# Electric Power from a Hot Diode Radiating to Colder Surroundings, part 2

A narrow-gap semiconductor diode, held at temperature $T_h$ by a heat source, faces black surroundings at $T_c<T_h$. It loses more photons than it receives, and a circuit that replaces the missing electron-hole pairs can draw power at negative voltage. We now ask how large this power can be and what nonradiative processes leave of it.

Energies are in eV, temperatures in K, lengths in cm or $\mu$m, and fluxes and power densities per m$^2$ or per cm$^2$, as marked. Here $q>0$ is the elementary charge, $k$ the Boltzmann constant, $h$ the Planck constant and $c$ the speed of light. The quasi-Fermi splitting $\mu=qV$ is taken as uniform through the emitting layer; $V$ is the potential of the p-contact minus that of the n-contact.

With gap $E_g$, absorptivity $a(E)$, mode flux $g(E)=2\pi E^2/(h^3c^2)$ and Bose function $b(E,\mu,T)=1/(e^{(E-\mu)/kT}-1)$, the photon flux above the gap is

$$F(T,\mu)=\int_{E_g}^{\infty}a(E)\,g(E)\,b(E,\mu,T)\,dE . \tag{11}$$

We write $F_h=F(T_h,0)$ and $F_c=F(T_c,0)$. The forward current density, positive when conventional current enters at the p-contact, is

$$J=q\left[F(T_h,\mu)-F(T_c,0)+R(\mu)\right]. \tag{12}$$

Here $R(\mu)$ is nonradiative recombination minus thermal generation per area, with $R(0)=0$; the radiative limit is $R=0$. Each contact is assumed to exchange carriers with one band only. The delivered power is $P=-\mu J/q$, and the efficiency is $P/(P+Q_c)$, with $Q_c$ the net radiated power.

The absorption coefficient $\alpha$ is proportional to $f_l-f_u$, the occupation of the lower state minus that of the upper. A back mirror, so far lossless, returns the light; total internal reflection traps some rays inside.

The example has $T_h=500$ K, $T_c=300$ K, $E_g=0.30$ eV and $a=1$ above the gap. Its radiative open-circuit voltage is $-226.9$ mV. The closing table also lists earlier checks, among them a two-level model with currents in units of its spontaneous emission rate.

### The flux in closed form

Take $a=1$ above the gap and define $x=E_g/kT$ and $z=e^{(\mu-E_g)/kT}<1$. With $E=E_g+kT\,t$, the Bose function is the geometric series $\sum_{m\ge1}z^me^{-mt}$. Equation (11) becomes

$$F=\frac{2\pi(kT)^3}{h^3c^2}\sum_{m=1}^{\infty}z^m\int_0^\infty(x^2+2xt+t^2)e^{-mt}\,dt . \tag{25}$$

The three integrals are $x^2/m$, $2x/m^2$ and $2/m^3$. With ${\rm Li}_s(z)=\sum_{m\ge1} z^m/m^s$,

$$F(T,\mu)=\frac{2\pi(kT)^3}{h^3c^2}\left[x^2{\rm Li}_1(z)+2x\,{\rm Li}_2(z)+2\,{\rm Li}_3(z)\right]. \tag{26}$$

For $z\ll1$ the term $m=1$ suffices, and $\mu$ enters as a factor:

$$F(T,\mu)\simeq F(T,0)\,e^{\mu/kT},\qquad
F(T,0)\simeq\frac{2\pi(kT)^3}{h^3c^2}(x^2+2x+2)e^{-x}. \tag{27}$$

The term $m=2$ is smaller than the first by a factor below $z/2$. At 500 K and 0.30 eV, $x=6.963$, and this factor is below $5\times10^{-4}$ for all $\mu\le0$.

### Nonradiative generation

In a non-degenerate semiconductor the electron density $n$ and hole density $p$ satisfy

$$np=N_CN_Ve^{-(E_g-\mu)/kT_h}=n_i^2e^{\mu/kT_h}, \tag{28}$$

where $N_C$ and $N_V$ are the effective densities of states and $n_i$ is the intrinsic density. In Auger recombination the energy of a pair passes to a third carrier. The inverse process, impact ionization by a thermally energetic carrier, must balance it at $\mu=0$. Using one coefficient $C$ for electrons and holes as third carriers, a layer of thickness $d$ has

$$R(\mu)=C(n+p)(np-n_i^2)d=C(n+p)n_i^2d\left(e^{\mu/kT_h}-1\right). \tag{29}$$

If $n+p$ changes little with bias, this is

$$R(\mu)=R_0\left(e^{\mu/kT_h}-1\right),\qquad R_0=C(n+p)n_i^2d . \tag{30}$$

For $\mu<0$, $R$ is negative: heat creates more pairs than nonradiative recombination destroys. These pairs supply the photon emission in place of the circuit and thereby reduce the forward current.

### Maximum power

Let $u=-\mu/kT_h$. With (27) and (30), the current (12) is

$$\frac{J}{q}=F_he^{-u}-F_c+R_0(e^{-u}-1)
=(F_h+R_0)(e^{-u}-\rho),\qquad
\rho=\frac{F_c+R_0}{F_h+R_0}. \tag{31}$$

The power is $P=kT_h(F_h+R_0)\,u\,(e^{-u}-\rho)$. Setting its derivative with respect to $u$ to zero gives

$$e^{-u}-\rho-ue^{-u}=0
\quad\Longrightarrow\quad(1-u)e^{-u}=\rho . \tag{32}$$

Since $0<\rho<1$, the solution lies between 0 and 1. It is unique, because the left side falls steadily from 1 to 0 there. With $w=1-u$, (32) reads $we^{w-1}=\rho$, or $we^w=e\rho$, so that

$$u=1-W(e\rho), \tag{33}$$

where $W$ is the principal Lambert function. Replacing $\rho$ by $(1-u)e^{-u}$ in the power gives

$$P_{\max}=kT_h(F_h+R_0)\,u^2e^{-u}. \tag{34}$$

For $R_0=0$ and very cold surroundings, $\rho\to0$, $u\to1$ and $P_{\max}\to kT_hF_h/e$. The best voltage then has magnitude $kT_h/q$ for any gap large enough for (27) to hold.

For $R_0\gg F_h$, let $\delta=1-\rho=(F_h-F_c)/(F_h+R_0)\ll1$. To first order $(1-u)e^{-u}\simeq1-2u$, so $u\simeq\delta/2$ and

$$P_{\max}\simeq\frac{kT_h(F_h-F_c)^2}{4(F_h+R_0)}. \tag{35}$$

### A diode at 500 K in the radiative limit

Let the surroundings be at 300 K, $E_g=0.30$ eV and $a=1$ above the gap. Indium arsenide has a gap of roughly this size at 500 K. The fluxes at $\mu=0$ are $F_h=4.821\times10^{21}$ and $F_c=2.49\times10^{19}$ m$^{-2}$ s$^{-1}$, with ratio $\rho=0.00517$. The short-circuit current density is

$$J(0)=q(F_h-F_c)=768.5\ {\rm A\,m^{-2}}=76.85\ {\rm mA\,cm^{-2}}. \tag{36}$$

Equation (33) gives $u=0.986$, close to the cold limit. With $kT_h=43.09$ meV the voltage is $-42.5$ mV. Direct maximization with the full Bose functions gives the same voltage and a current of 28.41 mA cm$^{-2}$, hence

$$P_{\max}=42.48\ {\rm mV}\times28.41\ {\rm mA\,cm^{-2}}=1.207\ {\rm mW\,cm^{-2}}=12.07\ {\rm W\,m^{-2}}. \tag{37}$$

Equation (34) gives 12.07 W m$^{-2}$ as well. The net radiated power is 100.98 W m$^{-2}$, so the efficiency is $12.07/(12.07+100.98)=10.7\%$.

### What the radiative limit leaves out

The following material values are rough: electron and hole masses of 0.023 and 0.41 free-electron masses, $C=2\times10^{-27}$ cm$^6$ s$^{-1}$, and a p-type layer 3 $\mu$m thick with $2\times10^{17}$ acceptors per cm$^3$. With the non-parabolic conduction band, which raises $N_C$ by a factor 1.60, $n_i=6.4\times10^{16}$ cm$^{-3}$. Charge neutrality gives $n=1.85\times10^{16}$ and $p=2.19\times10^{17}$ cm$^{-3}$. From (30),

$$R_0\approx(2\times10^{-27})(2.4\times10^{17})(6.4\times10^{16})^2(3\times10^{-4})
\approx6\times10^{20}\ {\rm cm^{-2}\,s^{-1}}, \tag{38}$$

which is about 1200 times $F_h$. This counts the p-type layer alone. With the same $C$ and the mobilities given below, an n-type side of the same material with $10^{17}$ donors per cm$^3$ would add about $0.6R_0$ if it were 3 $\mu$m thick, and about $R_0$ if it were much thicker than its diffusion length of 4.5 $\mu$m. The maximum power falls to 6.9 mW m$^{-2}$, at $-18$ $\mu$V, a loss by a factor of 1750. Equations (34) and (35) both agree within 1% with a direct maximization in which $n+p$ follows the bias. Half the radiative-limit power would survive if $R_0/F_h$ were 0.64. For defects, a small excess density $\delta n$ of pairs with lifetime $\tau$ gives $R=\delta n\,d/\tau$. Since $np-n_i^2\simeq(n+p)\,\delta n$, this means $R_0=n_i^2d/[(n+p)\tau]$. Defects with a lifetime of 100 ns would by themselves give a ratio $R_0/F_h$ of 106.

Other omissions matter less here, but not all are small:

- **Sub-gap radiation.** A sub-gap emissivity of 0.1 adds a heat loss of 281 W m$^{-2}$. Even without Auger processes it lowers the efficiency at maximum power from 10.7% to 3.1%.
- **Absorption.** For $\alpha=3000$ cm$^{-1}$, a double pass absorbs 0.835 of the light. A constant $a$ multiplies both fluxes, so the power scales as $a$ in the radiative limit and as $a^2$ in (35).
- **Mirror loss.** A mirror of reflectance $R_m<1$ at $T_h$ absorbs light of occupation $b(E,\mu,T_h)$ and returns thermal light with $\mu=0$. It acts on the trapped rays too, whose flux is larger than the outside flux by about $n_r^2$, where $n_r$ is the refractive index. It therefore behaves like a nonradiative rate of order $n_r^2(1-R_m)F_h$. For $n_r=3.5$, the layer above and no other loss, $R_m=0.99$ leaves about 0.8 of the power and $R_m=0.98$ about 0.7.
- **State blocking.** Occupied conduction states and empty valence states reduce $f_l-f_u$ at the band edges of the p-type layer by at most about 8%. In an n-type layer with $10^{17}$ donors per cm$^3$ the reduction is about one third.
- **Transport.** For an electron mobility of $10^4$ cm$^2$ V$^{-1}$ s$^{-1}$ and the Auger lifetime of 8.9 ns, electrons alone would have a diffusion length of about 20 $\mu$m. Here, however, the electron density is not negligible beside the hole density, and the slower holes hold the pairs back. With a rough hole mobility of 200 cm$^2$ V$^{-1}$ s$^{-1}$ the ambipolar diffusion length is about 9 $\mu$m, three times the thickness. The splitting is then nearly uniform, and transport losses in the layer lower the Auger-limited power by only about 4%.
- **Junction field.** With $10^{17}$ donors per cm$^3$ on the n-side, the junction drop at the radiative optimum is about 0.12 V, below $E_g/q$. (Adding the applied voltage to the zero-bias built-in drop gives 0.127 V; the majority densities fall somewhat under negative $\mu$, which lowers this value.) At this voltage the bands do not overlap, so elastic interband tunnelling has no final states, and a carrier starting at the band edge cannot gain enough energy from the field to create a pair. Near the radiative open-circuit voltage of $-226.9$ mV the drop is about 0.30 V, close to $E_g/q$, and these arguments no longer safely exclude either process.
- **Band parameters.** Hole masses 20% larger raise $n_i^2$ by a factor 1.3. A gap of 0.35 eV, roughly the room-temperature value, would reduce the radiative-limit power at 500 K to 5.0 W m$^{-2}$.

### The model beside a real diode

The gap, masses and thickness are in the range of indium arsenide infrared diodes, but 500 K is far above their usual temperature of use. The intrinsic density is then comparable with the doping. Of the junction drop at the radiative optimum, about one third is the applied voltage, and the rest, a little under $2kT_h/q$, is built in. So weak a junction does not by itself make the contacts selective, as (12) assumes. Wider-gap layers that block minority carriers would be needed.

Of the departures from the ideal model estimated here, nonradiative generation is the most severe. With the rough values used here, it moves the power from about 12 W m$^{-2}$ to about 7 mW m$^{-2}$. By (35) the latter varies nearly inversely with the Auger coefficient, so it is an order of magnitude and not a device prediction. Series resistance is a further limit. At the Auger-limited optimum the current is $(6.9\times10^{-3}\ {\rm W\,m^{-2}})/(18\times10^{-6}\ {\rm V})\approx380$ A m$^{-2}$, or 38 mA cm$^{-2}$. The matching load is then $18\ \mu{\rm V}/38\ {\rm mA\,cm^{-2}}\approx5\times10^{-4}$ $\Omega$ cm$^2$, and the resistance of contacts and leads must be well below this.

At these temperatures and this gap, useful power requires nonradiative generation to be reduced by about three orders of magnitude, together with a back mirror that loses no more than a few per cent, and useful efficiency also requires a low sub-gap emissivity. The numerical output lists the material values used here, apart from the hole mobility; its diffusion length is that of electrons alone.

## Table of computed values

```
T_hot, T_cold = 500, 300 K; gap = 0.30 eV
kT_hot = 43.09 meV; gap/kT_hot = 6.963
Stefan-Boltzmann ratio, flux integral = 1.00000000
master equation current, mu=-40 meV = 3.51211e-04 (rate units)
photon-difference formula, same case = 3.51229e-04 (rate units)
emitted photon flux at mu=0 = 4.8213e+21 1/(m2 s)
absorbed photon flux = 2.4911e+19 1/(m2 s)
flux ratio cold/hot = 0.00517
short-circuit current = 76.85 mA/cm2
single-energy open-circuit voltage = -200.0 mV
open-circuit voltage, full band = -226.9 mV
open-circuit voltage, temperatures swapped = 136.1 mV
maximum-power voltage = -42.48 mV
maximum-power current = 28.41 mA/cm2
maximum power = 12.070 W/m2 = 1.2070 mW/cm2
Lambert formula: u = 0.9861, power = 12.068 W/m2
net radiated power at maximum power = 100.98 W/m2
heat drawn at maximum power = 113.05 W/m2
efficiency at maximum power = 10.68 %
peak efficiency = 34.31 % at -203.5 mV
Carnot efficiency = 40.00 %
narrow band at 0.995 of open circuit = 39.88 %
Rough material inputs:
masses e, h = 0.023, 0.41 m_e; thickness = 3.0 um
acceptors, donors = 2.0e+17, 1.0e+17 1/cm3
Auger coefficient = 2.0e-27 cm6/s; defect time = 100 ns
absorption = 3000 1/cm; mobility = 10000 cm2/(V s)
Neglected effects:
non-parabolic factor in electron density = 1.600
intrinsic density = 6.36e+16 1/cm3
equilibrium electrons, holes = 1.85e+16, 2.19e+17 1/cm3
Auger rate / emitted flux, mu=0 = 1193
defect rate / emitted flux, mu=0 = 106
maximum power with Auger = 6.90 mW/m2 at -18.0 uV
same from Lambert formula = 6.89 mW/m2
same from large-rate limit = 6.90 mW/m2
power loss factor from Auger = 1750
nonradiative/emitted ratio for half power = 0.643
sub-gap loss, emissivity 0.1 = 281.2 W/m2
efficiency with sub-gap loss, no Auger = 3.06 %
double-pass absorptance = 0.835
band-edge state blocking, upper size = 0.077
junction drop at maximum power = 0.127 V (gap/q = 0.30 V)
diffusion length, Auger lifetime = 19.6 um
Auger lifetime = 8.90 ns
ni^2 factor for 20 % heavier holes = 1.315
radiative power if gap = 0.35 eV: 4.983 W/m2
```
